**Ward–Dutton charge partition of a saturated square-law transistor**

In saturation the drain and source charges have magnitudes (4/15)WLCU and (2/5)WLCU, that is 40% and 60% of the channel charge. W and L are the channel width and length, C is the oxide capacitance per area and U is the gate overdrive. The program asserts these values by integrating the steady current equation over channel potential, and it checks the closed form below saturation and the limit of pure diffusion in the same way. It also solves the continuity equation in time, without the partition formula, and asserts that slow gate ramps reproduce both coefficients; the drain share comes out as 39.99%. For a fast gate edge the drain share of the excess current is 13.9% at the end of the rise, but the integrated charge settles to 40.00%. For the 10 µm example the terminal charges are −46.0 fC and −69.1 fC. The output also sizes neglected effects: diffusion, depletion charge and velocity saturation each move the drain share by less than half a percentage point, while each gate overlap adds 7.5% of the drain's channel coefficient.

## Numerical verification

```python
"""Ward-Dutton charge partition of a long-channel square-law MOSFET.
Result under test: in saturation the drain and source leads supply 4/15 and
2/5 of W*L*C*U, that is 40 and 60 percent of the channel charge.
W, L: channel width, length; C: oxide capacitance per area; U: gate overdrive.
Scaled variables: position x/L, charge q/(C*U), potential V/U,
time t*mu*U/L^2, current I*L/(mu*C*W*U^2).
kappa = (saturation velocity/mobility)*L/U; large kappa = constant mobility.
Charge magnitudes are used; the electron charge itself is negative.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq


def steady_split(charge, v_end, thermal=0.0):
    """Integrate constant current over potential; return position, charge,
    drain-weighted charge, total charge and scaled current."""
    v = np.linspace(0.0, v_end, 40001)
    q = charge(v)
    path = cumulative_trapezoid(q, v, initial=0.0) - thermal * (q - q[0])
    x = path / path[-1]
    return x, q, trapezoid(x * q, x), trapezoid(q, x), path[-1]


def end_charge(gate, kappa):
    """Steady drain-end charge when carriers leave at saturated velocity."""
    return gate**2 / (gate + kappa + np.sqrt(kappa**2 + 2 * kappa * gate))


def steady_state(gate, kappa, cells):
    x = np.linspace(0.0, 1.0, cells + 1)[1:]
    q_end = end_charge(gate, kappa)
    q = q_end + (gate - q_end) * np.sqrt(1 - x)
    return np.concatenate(([0.0], q, [0.0]))


def advance(state, gate0, rate, duration, kappa):
    """Solve continuity in time. First and last entries of the state collect
    the excess of source-end and drain-end current over the static current."""
    h = 1.0 / (len(state) - 2)

    def rhs(t, s):
        gate = gate0 + rate * t
        q = np.concatenate(([gate], s[1:-1]))
        field = (q[:-1] - q[1:]) / h
        flux = 0.5 * (q[:-1] + q[1:]) * field / (1 + field / kappa)
        drain = kappa * q[-1]
        static = kappa * end_charge(gate, kappa)
        d = np.empty_like(s)
        d[0] = flux[0] + 0.5 * h * rate - static
        d[1:-2] = (flux[:-1] - flux[1:]) / h
        d[-2] = 2 * (flux[-1] - drain) / h
        d[-1] = drain - static
        return d

    sol = solve_ivp(rhs, (0.0, duration), state, method="LSODA",
                    rtol=1e-9, atol=1e-12, lband=1, uband=1,
                    t_eval=[duration])
    assert sol.success
    final = sol.y[:, -1]
    slope = rhs(duration, final)
    return final, slope[0], slope[-1]


def ramp_coefficients(rate, kappa, cells):
    """Drain and source charge per unit overdrive from rising and falling
    slow ramps that both end at overdrive 1; also the rising-ramp excesses."""
    out = []
    for r in (rate, -rate):
        g0 = 1 - 3 * r
        out.append(advance(steady_state(g0, kappa, cells),
                           g0, r, 3.0, kappa)[1:])
    (s_up, d_up), (s_dn, d_dn) = out
    return -(d_up - d_dn) / (2 * rate), (s_up - s_dn) / (2 * rate), d_up, s_up


# Example device, rough typical values
width, length, overlap = 10e-6, 10e-6, 0.2e-6
t_ox, mobility, v_sat = 20e-9, 500e-4, 1e5
temp, doping, n_i = 300.0, 1e22, 1e16
overdrive, v_drain, ramp = 1.0, 3.0, 1e7
eps_ox, eps_si = 3.9 * const.epsilon_0, 11.7 * const.epsilon_0
c_ox = eps_ox / t_ox
time_unit = length**2 / (mobility * overdrive)
current_unit = mobility * c_ox * width * overdrive**2 / length
charge_unit = width * length * c_ox * overdrive
rate = ramp * time_unit / overdrive

# Steady profile and split in saturation
x, q, q_d, q_tot, i_sat = steady_split(lambda v: 1 - v, 1.0)
q_s = q_tot - q_d
assert np.max(np.abs(q - np.sqrt(np.clip(1 - x, 0, None)))) < 1e-6
assert abs(q_d - 4 / 15) < 1e-6 and abs(q_s - 2 / 5) < 1e-6
assert abs(i_sat - 0.5) < 1e-8
drain_half = trapezoid(np.where(x >= 0.5, q, 0.0), x) / q_tot
assert abs(drain_half - 2**-1.5) < 1e-4

# Below saturation: closed form against integration
triode = {}
for a in (0.1, 0.3, 0.5, 0.9):
    _, _, d, tot, _ = steady_split(lambda v: 1 - v, 1 - a)
    formula = (2 + 4*a + 6*a**2 + 3*a**3) / (5 * (1 + a) * (1 + a + a*a))
    assert abs(d / tot - formula) < 1e-6
    triode[a] = d / tot

# Linear body factor leaves the split alone; pure diffusion gives 1/3
_, _, d, tot, _ = steady_split(lambda v: 1 - 1.2 * v, 1 / 1.2)
assert abs(d / tot - 0.4) < 1e-6
_, _, d, tot, _ = steady_split(lambda v: 1 - v, 1.0, thermal=1e5)
assert abs(d / tot - 1 / 3) < 1e-4

# Lead currents from the time-dependent equation, slow ramp
ideal = 1e4
c_d, c_s, d_up, s_up = ramp_coefficients(rate, ideal, 200)
assert abs(c_d - 4 / 15) < 2e-3 and abs(c_s - 2 / 5) < 2e-3
ramp_share = c_d / (c_d + c_s)
assert abs(ramp_share - 0.4) < 3e-3

# Fast edge: overdrive doubles in 0.02 time units, then is held
rise = 0.02
state, s_now, d_now = advance(steady_state(1.0, ideal, 200),
                              1.0, 1 / rise, rise, ideal)
edge_share = -d_now / (s_now - d_now)
state, _, _ = advance(state, 2.0, 0.0, 4.0, ideal)
edge_d, edge_s = -state[-1], state[0]
assert abs(edge_share - 0.4) > 0.05
assert abs(edge_d - 4 / 15) < 2e-3 and abs(edge_s - 2 / 5) < 2e-3

# Neglected: nonlinear depletion charge and diffusion
v_th = const.k * temp / const.e
phi = 2 * v_th * np.log(doping / n_i)
gamma = np.sqrt(2 * const.e * eps_si * doping) / c_ox


def body_charge(v):
    """Scaled mobile charge with the full depletion charge."""
    volts = v * overdrive
    extra = gamma * (np.sqrt(phi + volts) - np.sqrt(phi))
    return 1 - v - extra / overdrive


v_pinch = brentq(body_charge, 0.0, 1.0)
_, _, d, tot, i_body = steady_split(body_charge, v_pinch)
body_share = d / tot
_, _, d, tot, _ = steady_split(lambda v: 1 - v, 1.0, v_th / overdrive)
diff_share = d / tot

# Neglected: velocity saturation, from the time-dependent equation
kappa = v_sat * length / (mobility * overdrive)
v_d, v_s, _, _ = ramp_coefficients(rate, kappa, 200)
f_d, f_s, _, _ = ramp_coefficients(rate, kappa, 400)
vsat_share, fine_share = v_d / (v_d + v_s), f_d / (f_d + f_s)
step = 1e-4
slope_end = (end_charge(1 + step, kappa)
             - end_charge(1 - step, kappa)) / (2 * step)
total_slope = (2 + slope_end) / 3
assert abs(f_d + f_s - total_slope) < 2e-3
assert abs(vsat_share - fine_share) < 5e-3
weight_share = (slope_end / 2 + (1 - slope_end) * 4 / 15) / total_slope

# Neglected: pinch-off length, overlap, high fields
excess_v = v_drain - overdrive
pinch_len = np.sqrt(2 * eps_si * excess_v / (const.e * doping))
drain_field = 2 * excess_v / pinch_len
ox_field = (c_ox * (overdrive + gamma * np.sqrt(phi))) / eps_ox
c_overlap = width * overlap * c_ox


def show(label, value, unit, fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}")


show("Channel width", width * 1e6, "um", ".1f")
show("Channel length", length * 1e6, "um", ".1f")
show("Oxide thickness", t_ox * 1e9, "nm", ".1f")
show("Mobility", mobility * 1e4, "cm2/Vs", ".0f")
show("Temperature", temp, "K", ".0f")
show("Gate overdrive", overdrive, "V", ".2f")
show("Drain voltage", v_drain, "V", ".2f")
show("Acceptor doping", doping * 1e-6, "cm^-3", ".1e")
show("Saturation velocity", v_sat * 100, "cm/s", ".1e")
show("Oxide capacitance per area", c_ox * 100, "uF/cm2")
show("W L C U", charge_unit * 1e15, "fC", ".2f")
show("Drain charge / WLCU", q_d, "(magnitude)", ".5f")
show("Source charge / WLCU", q_s, "(magnitude)", ".5f")
show("Drain share, steady integration", 100 * q_d / q_tot, "%", ".3f")
show("Source share, steady integration", 100 * q_s / q_tot, "%", ".3f")
show("Drain charge", -q_d * charge_unit * 1e15, "fC", ".2f")
show("Source charge", -q_s * charge_unit * 1e15, "fC", ".2f")
show("Total channel charge", -q_tot * charge_unit * 1e15, "fC", ".2f")
show("Charge located in drain half", 100 * drain_half, "%", ".2f")
for a, share in triode.items():
    show(f"Drain share at end-charge ratio {a}", 100 * share, "%", ".2f")
show("Static drain current", i_sat * current_unit * 1e6, "uA", ".2f")
show("Time unit L^2/(mu U)", time_unit * 1e9, "ns", ".2f")
show("Gate ramp", ramp * 1e-6, "mV/ns", ".1f")
show("Scaled ramp rate", rate, "(no unit)", ".3f")
show("Drain-lead charging current, rising ramp",
     d_up * current_unit * 1e6, "uA", ".3f")
show("Source-lead charging current, rising ramp",
     -s_up * current_unit * 1e6, "uA", ".3f")
show("Drain share, slow ramps in time", 100 * ramp_share, "%", ".2f")
show("Fast edge: rise time", rise * time_unit * 1e9, "ns", ".3f")
show("Fast edge: drain share at end of rise", 100 * edge_share, "%", ".1f")
show("Fast edge: drain share after settling",
     100 * edge_d / (edge_d + edge_s), "%", ".2f")
show("Drain share, full depletion charge", 100 * body_share, "%", ".2f")
show("Current ratio, full depletion/square law", i_body / i_sat, "", ".3f")
show("Drain share, with diffusion", 100 * diff_share, "%", ".2f")
show("Velocity saturation: U/(Ec L)", 1 / kappa, "(no unit)", ".3f")
show("Velocity sat. drain share, 200 cells", 100 * vsat_share, "%", ".2f")
show("Velocity sat. drain share, 400 cells", 100 * fine_share, "%", ".2f")
show("Same, if weight x/L is kept", 100 * weight_share, "%", ".2f")
show("Pinch-off length, 1D estimate", pinch_len * 1e6, "um", ".2f")
show("Drain-end peak field, 1D", drain_field * 1e-8, "MV/cm", ".3f")
show("Oxide field at source", ox_field * 1e-8, "MV/cm", ".2f")
show("Overlap length per side", overlap * 1e6, "um", ".2f")
show("Overlap capacitance per side", c_overlap * 1e15, "fF", ".2f")
show("Overlap / drain channel coefficient",
     100 * c_overlap * overdrive / (q_d * charge_unit), "%", ".1f")
print("all good")
```

Printed output:

```
Channel width: 10.0 um
Channel length: 10.0 um
Oxide thickness: 20.0 nm
Mobility: 500 cm2/Vs
Temperature: 300 K
Gate overdrive: 1.00 V
Drain voltage: 3.00 V
Acceptor doping: 1.0e+16 cm^-3
Saturation velocity: 1.0e+07 cm/s
Oxide capacitance per area: 0.1727 uF/cm2
W L C U: 172.66 fC
Drain charge / WLCU: 0.26667 (magnitude)
Source charge / WLCU: 0.40000 (magnitude)
Drain share, steady integration: 40.000 %
Source share, steady integration: 60.000 %
Drain charge: -46.04 fC
Source charge: -69.06 fC
Total channel charge: -115.10 fC
Charge located in drain half: 35.36 %
Drain share at end-charge ratio 0.1: 40.34 %
Drain share at end-charge ratio 0.3: 42.29 %
Drain share at end-charge ratio 0.5: 44.76 %
Drain share at end-charge ratio 0.9: 49.12 %
Static drain current: 43.16 uA
Time unit L^2/(mu U): 2.00 ns
Gate ramp: 10.0 mV/ns
Scaled ramp rate: 0.020 (no unit)
Drain-lead charging current, rising ramp: -0.462 uA
Source-lead charging current, rising ramp: -0.692 uA
Drain share, slow ramps in time: 39.99 %
Fast edge: rise time: 0.040 ns
Fast edge: drain share at end of rise: 13.9 %
Fast edge: drain share after settling: 40.00 %
Drain share, full depletion charge: 39.91 %
Current ratio, full depletion/square law: 0.855 
Drain share, with diffusion: 39.63 %
Velocity saturation: U/(Ec L): 0.050 (no unit)
Velocity sat. drain share, 200 cells: 39.97 %
Velocity sat. drain share, 400 cells: 39.98 %
Same, if weight x/L is kept: 40.68 %
Pinch-off length, 1D estimate: 0.51 um
Drain-end peak field, 1D: 0.079 MV/cm
Oxide field at source: 0.64 MV/cm
Overlap length per side: 0.20 um
Overlap capacitance per side: 3.45 fF
Overlap / drain channel coefficient: 7.5 %
all good
```
